# Why Fourier interpolation rounds Kohn kinks and adds ripples

**Question.** Density functional perturbation theory gives the dynamical matrix on a coarse grid of wavevectors. Fourier interpolation supplies it everywhere else, and for smooth branches it converges fast. At a Kohn anomaly with a sudden change of slope, the interpolated curve is instead rounded and shows small oscillations nearby. Why does this happen, and how fast does it improve as the grid is refined?

**Answer.**

## The mechanism: a kink needs distant force constants

Take one branch in one dimension and suppose that it does not mix with any other, so that its block of the dynamical matrix is a single number $D=\nu^2$. When branches mix, the matrix elements are interpolated, not $\nu^2$ itself. Let $\theta=qa$, with lattice constant $a$, and let $R$ count lattice cells. The conventions are

$$D(\theta)=\sum_R C(R)\,e^{-iR\theta},\qquad C(R)=\frac1{2\pi}\int_{-\pi}^{\pi}D(\theta)\,e^{iR\theta}\,d\theta .$$

$D$ is even, continuous and smooth except at $\pm\theta_k$, where its slope jumps by $J=D'(\theta_k^+)-D'(\theta_k^-)$. Evenness makes the jump at $-\theta_k$ equal to $J$ as well.

Integrate by parts on each smooth piece. The first boundary terms cancel because $D$ is continuous and periodic:

$$\int D\,e^{iR\theta}d\theta=-\frac1{iR}\int D'\,e^{iR\theta}d\theta .$$

In the second integration, the pieces left and right of a kink at $\theta_j$ contribute $D'(\theta_j^-)-D'(\theta_j^+)=-J$, so

$$\int D'e^{iR\theta}d\theta=-\frac1{iR}\Big[\sum_j J e^{iR\theta_j}+\int D''e^{iR\theta}d\theta\Big].$$

Since $(iR)^2=-R^2$ and the two kinks add to $2J\cos(\theta_kR)$,

$$C(R)=-\frac{J\cos(\theta_kR)}{\pi R^2}+O(R^{-3}).$$

The last integral, over the pieces and without the jumps, is $O(1/R)$ when $D''$ is piecewise smooth. The slope jump is thus stored in a slowly decaying, oscillating tail.

An $N$-point grid $\theta_j=2\pi j/N$ cannot resolve this tail. On the grid, $e^{-i(R+mN)\theta_j}=e^{-iR\theta_j}$ for integer $m$, so the sampled constants are

$$C_N(R)=\frac1N\sum_jD(\theta_j)e^{iR\theta_j}=\sum_m C(R+mN).$$

Distant constants are folded onto near ones. For even $N$ the interpolant is

$$D_N(\theta)=\sum_{|r|\le N/2}w_r\,C_N(r)\,e^{-ir\theta},$$

with $w_r=1$, except $w_{\pm N/2}=\tfrac12$. A finite sum of smooth waves has no kink, so rounding is unavoidable.

## How much the kink is rounded

Subtract the full series for $D$ from $D_N$. The terms with $m=0$ cancel, leaving

$$D_N-D=\sum_{m\ne0}\sum_r w_rC(r+mN)\big[e^{-ir\theta}-e^{-i(r+mN)\theta}\big].$$

The first exponential is the folded tail, the second the missing tail. The kink at $+\theta_k$ contributes $-Je^{iR\theta_k}/(2\pi R^2)$ to $C(R)$. Set $\theta=\theta_k$ and $s=N\theta_k/2\pi$, whose fractional part is the kink's position between grid points. Pairing $m$ with $-m$ leaves

$$D_N-D\simeq\frac J{2\pi}\sum_{m\ne0}\big(1-\cos2\pi ms\big)\sum_r\frac{w_r}{(r+mN)^2}.$$

For large $N$ the inner sum becomes an integral over $x=m+r/N$:

$$\frac1N\int_{m-1/2}^{m+1/2}\frac{dx}{x^2}=\frac{4}{N(4m^2-1)}.$$

The remaining sum is a Fourier series in disguise. The cosine coefficients of $|\sin\pi s|$ are

$$2\int_0^1\sin\pi s\,\cos2\pi ms\,ds=\frac2\pi\Big[\frac1{2m+1}-\frac1{2m-1}\Big]=-\frac{4}{\pi(4m^2-1)},$$

and its mean is $2/\pi$. Since the function vanishes at $s=0$, subtracting the series at $s=0$ gives

$$|\sin\pi s|=\frac4\pi\sum_{m\ge1}\frac{1-\cos2\pi ms}{4m^2-1}.$$

The error at the kink is therefore

$$\boxed{D_N(\theta_k)-D(\theta_k)\simeq\frac JN\left|\sin\frac{N\theta_k}2\right|}$$

The other kink adds only order $N^{-2}$ here, as the ripple formula below shows, provided the two kinks are many cells apart; within a cell or two of the zone centre or edge its contribution can also be of order $1/N$. For $J>0$, an upward-opening kink, the error is positive and the dip is filled in; for $J<0$ a peak is cut down.

The missing tail alone, the "1" in the numerator, gives $2J/(\pi N)$. Folding raises this to $J/N$ if the kink lies midway between grid points and cancels it if the kink is sampled.

Sampling the kink does not remove the $1/N$ error, however; it moves it. After subtraction of a smooth function, the local shape is $(J/2)|\theta-\theta_k|$. In units of the spacing $2\pi/N$, interpolation of $|u|$ at $u=\tfrac12$ gives, with points $\pm j$ taken in pairs,

$$\frac1\pi\sum_{j\ge1}(-1)^j\frac{j}{\frac14-j^2}
=-\frac1\pi\sum_{j\ge1}(-1)^j\Big[\frac1{2j-1}+\frac1{2j+1}\Big]=\frac1\pi ,$$

because neighbouring terms cancel except for the first. The true value is $\tfrac12$. The error half a cell from the kink is thus

$$\frac J2\,\frac{2\pi}N\Big(\frac1\pi-\frac12\Big)=-\Big(\frac\pi2-1\Big)\frac JN .$$

## Where the ripples come from

The interpolant can also be written as $\sum_jD(\theta_j)K(\theta-\theta_j)$, where

$$K(x)=\frac1N\sum_rw_re^{-irx}=\frac1N\sin\frac{Nx}2\cot\frac x2 .$$

The closed form follows by writing the weighted sum as averages of neighbouring exponentials. Each average supplies a factor $\cos(x/2)$, and the remaining geometric sum is $\sin(Nx/2)/\sin(x/2)$.

Since $N\theta_j/2=\pi j$, the sine in $K(\theta-\theta_j)$ equals $(-1)^j\sin(N\theta/2)$. A constant is interpolated without error, so $D(\theta)$ may be subtracted from every sample:

$$D_N(\theta)-D(\theta)=\frac{\sin(N\theta/2)}N\sum_j(-1)^jF(\theta_j),$$

$$F(t)=[D(t)-D(\theta)]\cot\frac{\theta-t}2 .$$

Away from the kinks, the zero of the bracket cancels the pole at $t=\theta$. What remains in $F$ is a slope jump $J_F=J\cot[(\theta-\theta_k)/2]$ at $\theta_k$, and a similar one at $-\theta_k$.

The alternating sign is $e^{iN\theta_j/2}$, so the sum selects the Fourier coefficients of $F$ at $R=(m+\tfrac12)N$. With the $R^{-2}$ tail and $\varphi=N\theta_k/2$, the kink at $\theta_k$ gives

$$\sum_j(-1)^jF(\theta_j)\simeq-\frac{J_F}{2\pi N}\sum_m\frac{e^{i(2m+1)\varphi}}{(m+\frac12)^2}
=-\frac{4J_F}{\pi N}\sum_{m\ge0}\frac{\cos(2m+1)\varphi}{(2m+1)^2}.$$

The last sum is $(\pi^2/8)T(\varphi)$. Here $T$ is the triangle wave $1-2|\varphi|/\pi$ for $|\varphi|\le\pi$, repeated periodically; its cosine coefficients are $8/(\pi^2n^2)$ for odd $n$ and zero for even $n$. Hence each kink produces

$$\delta D(\theta)\simeq-\frac{\pi J}{2N^2}\,T\!\left(\frac{N\theta_k}2\right)\sin\frac{N\theta}2\,\cot\frac{\theta-\theta_k}2 ,$$

with $\theta_k\to-\theta_k$ for the partner.

The sine vanishes at every grid point and changes sign from cell to cell: this is the ripple. At a fixed distance from the kink it decays as $N^{-2}$. At a distance of $d$ cells, with $d$ well above one but the distance still small in radians, the cotangent is about $N/(\pi d)$. The amplitude is then $J|T|/(2Nd)$, which joins onto the $1/N$ error found within about a cell of the kink.

Rounding and ripples trade places. A sampled kink has $|T|=1$ and the largest ripples; a midway kink has the largest rounding and $T=0$, so its leading ripple vanishes. The $1/N$ law describes the maximum error over the zone, not the error at every wavevector.

## Numbers for a model branch

Take a model optical branch, unmixed with others and with round parameters, in THz²:

$$D=60-10\cos\theta+40\left[\left|\sin\frac{\theta-\theta_k}2\right|+\left|\sin\frac{\theta+\theta_k}2\right|\right],\quad \theta_k=\frac{3\pi}4 .$$

Each absolute value changes slope from $-\tfrac12$ to $+\tfrac12$, so $J=40$ THz² per radian. The frequency at the kink is $\nu_k=9.765$ THz. For $R$ a multiple of 8 the cosine in the tail is one, and $R^2C(R)$ should approach $-J/\pi=-12.732$ THz². It is $-12.782$ at $R=8$ and $-12.733$ at $R=64$.

For $N=12$, $s=12\times\tfrac38=4.5$, so the kink is midway. The estimate is $J/N=40/12=3.33$ THz²; the computed error is 3.26 THz². From $D=\nu^2$, $\delta\nu\simeq\delta D/(2\nu_k)=3.26/19.53=0.167$ THz, against 0.165 THz computed directly. This is 1.7% of $\nu_k$. At $N=132$, eleven times as many points, the error is still 0.0155 THz.

With the kink sampled and $N=32$, the errors at the centres of successive cells below it are $-0.768$, $0.402$, $-0.266$, $0.194$ and $-0.149$ THz². Farther away, for $0.1<\theta<1.6$, the largest ripple falls from 0.0112 to 0.00276 THz² between $N=128$ and 256, close to the factor of four expected. With the kink midway at $N=260$ it is only $3.3\times10^{-5}$ THz².

Over eleven kink positions between grid points at $N=200$, the maximum error ranges from 0.47 to 1.00 in units of $J/N$. Shifting the grid changes the prefactor but gives no escape from the $1/N$ scale.

## Why the zero-point energy suffers less

The zone average of $D_N$ is $C_N(0)$, so its error is the folded tail

$$\sum_{m\ne0}C(mN)\simeq-\frac{2J}{\pi N^2}\sum_{m\ge1}\frac{\cos2\pi ms}{m^2}.$$

The sum is $\pi^2/6$ for a sampled kink and $-\pi^2/12$ for a midway one. The errors are $-\pi J/(3N^2)$ and $+\pi J/(6N^2)$: an error of height $1/N$ occupies a width of order $1/N$, and the ripples beyond it largely cancel in the average.

For a midway kink the error is concentrated near $\pm\theta_k$, so $1/(2\nu)$ may be replaced by $1/(2\nu_k)$. The average frequency then errs by $\pi J/(12\nu_kN^2)$ to leading order. At $N=12$ this gives a zero-point energy error of 0.0154 meV, in agreement with direct integration. Relative to the branch's 21.76 meV it is 0.07%, far below the 1.7% error of the frequency at the kink. A converged zero-point energy is therefore no proof of a converged anomaly.

## When the kink law applies

If the anomaly is itself rounded, as electronic smearing can do, the power law eventually ends. Replace each $|\sin(x/2)|$ by $\sqrt{\sin^2(x/2)+w^2/4}$. The nearest singularities lie at $x=\pm i\kappa$, with $\kappa=2\,\mathrm{arsinh}(w/2)$. Shifting the Fourier integral towards them gives $C(R)\sim e^{-\kappa|R|}$, apart from a power of $R$. The first missing constants have $|R|\approx N/2$, so at large $N$ the error falls as $e^{-\kappa N/2}$ times a power of $N$, here $N^{-3/2}$ because the singularities are square-root branch points.

For $w=0.2$ rad, the error at $\theta_k$ is 0.84 THz² at $N=12$, where $\kappa N/2$ is only 1.2, but $8.3\times10^{-6}$ THz² at $N=100$. Fast convergence begins only when the grid resolves the rounded width.

The kink was assumed here, and a strictly one-dimensional free-electron metal at zero temperature does not produce it. Up to a constant, its bare (independent-particle) static response $\chi$ above $2k_F$ is

$$\int_{-k_F}^{k_F}\frac{2\,dk}{q(q+2k)}=\frac1q\ln\frac{q+2k_F}{q-2k_F},$$

which diverges at $2k_F$. A logarithm has the slower tail $1/R$, as the series $\ln|2\sin(x/2)|=-\sum_{n\ge1}\cos(nx)/n$ shows. A screened form $\chi/(1+v\chi)$ with a repulsive $v$ stays finite, but it has a cusp of infinite slope and a tail of roughly $1/(R\ln^2R)$, still slower than $R^{-2}$.

A true slope jump does appear on a line through the apex of a two-dimensional conical anomaly $|\mathbf q|$. With unit lattice constant, the angular integral gives the Bessel function $J_0$. With a damping factor $e^{-\eta q}$, removed at the end, the cone's tail is

$$\frac1{2\pi}\int_0^\infty q^2J_0(qR)\,e^{-\eta q}\,dq=\frac1{2\pi}\frac{d^2}{d\eta^2}\frac1{\sqrt{R^2+\eta^2}}\;\to\;-\frac1{2\pi R^3}\qquad(\eta\to0).$$
 Summing over the rows perpendicular to the line, with the sum replaced by an integral at large $x$, gives

$$-\frac1{2\pi}\int_{-\infty}^{\infty}\frac{dy}{(x^2+y^2)^{3/2}}=-\frac1{\pi x^2}.$$

This is the one-dimensional tail $-J/(2\pi x^2)$ of a single kink with $J=2$, the slope jump of $|q|$. If the line is a row of grid points along a grid axis, and the weights are the product of the one-dimensional $w_r$ for the two directions, interpolation along it is one-dimensional and the boxed law applies. For a diagonal row, or with Wigner-Seitz weights on a hexagonal lattice, samples off the line also enter. The $1/N$ scale then remains but the prefactor changes: for the cone $|1+e^{i\theta_1}+e^{i\theta_2}|$ at an unsampled K point, the error is about 0.7 of the boxed value for the $\Gamma$–K row. If the line lies between rows, the error at the apex also depends on its position between them. The remaining values are in the numerical output.

## Numbers as computed

```
Slope jump J = 40.0 THz^2/rad, kink at 2.3562 rad
Frequency at zone centre, kink, zone edge = 11.132, 9.765, 10.031 THz
R =  8: C = -0.199724 THz^2, R^2 C = -12.7823 THz^2
R = 16: C = -0.049785 THz^2, R^2 C = -12.7448 THz^2
R = 32: C = -0.012437 THz^2, R^2 C = -12.7355 THz^2
R = 64: C = -0.003109 THz^2, R^2 C = -12.7332 THz^2
Predicted limit -J/pi = -12.7324 THz^2
N = 12, R = 3: true C = -1.0289, sampled C = -0.9009, folded sum = -0.9009 THz^2
Truncation only, N = 132: N*error/J = 0.6365, 2/pi = 0.6366
Kink midway between grid points:
N =  12: error at kink = 3.2567 THz^2, J/N = 3.3333 THz^2, frequency error = 0.1654 THz
N =  20: error at kink = 1.9823 THz^2, J/N = 2.0000 THz^2, frequency error = 0.1010 THz
N =  36: error at kink = 1.1080 THz^2, J/N = 1.1111 THz^2, frequency error = 0.0566 THz
N =  68: error at kink = 0.5878 THz^2, J/N = 0.5882 THz^2, frequency error = 0.0300 THz
N = 132: error at kink = 0.3030 THz^2, J/N = 0.3030 THz^2, frequency error = 0.0155 THz
Kink sampled, N = 256, half a cell away: N*error/J = -0.5768, predicted -0.5708
Kink sampled, N = 32, errors at centres of 5 cells below the kink (THz^2):
  -0.7679, 0.4019, -0.2658, 0.1941, -0.1485
N = 200, N*(maximum error)/J over grid phases: 0.469 to 1.000
Largest ripple for 0.1 < theta < 1.6 rad:
N = 128, kink sampled: 1.121e-02 THz^2
N = 256, kink sampled: 2.758e-03 THz^2
N = 260, kink midway: 3.284e-05 THz^2
N = 256: N^2*(error of mean D)/J = -1.0472, predicted -1.0472
N = 260: N^2*(error of mean D)/J = 0.5236, predicted 0.5236
Zero-point energy of the branch = 21.7563 meV per cell
N =  12: zero-point energy error = 1.540e-02 meV, predicted 1.540e-02 meV
N =  36: zero-point energy error = 1.711e-03 meV, predicted 1.711e-03 meV
N = 260: zero-point energy error = 3.280e-05 meV, predicted 3.280e-05 meV
Rounded kink, width = 0.2 rad: errors at N = 12, 100, 164 = 8.42e-01, 8.32e-06, 6.90e-09 THz^2
Decay constant from errors = 0.1985, from singularity = 0.1997 rad
1D metal: response growth per tenfold approach to 2kF = 1.1530, ln(10)/2 = 1.1513 (k_F = 1)
2D cone |q|: transform at R = 1 is -0.15912, -1/(2 pi) = -0.15915
```
